# Ion-Dipole Capture of HCN: Langevin, Locked-Dipole and Su-Chesnavich Rates

## The exercise

A structureless ion of charge \(+1\) and mass 20 u meets HCN. Every pair that reaches short distance reacts, and there is no short-range barrier. For temperatures from 10 to 500 K:

1. Derive the Langevin capture rate \(k_L\), which ignores the permanent dipole.
2. Derive the locked-dipole rate \(k_{LD}\), in which the dipole always points in its most attractive direction.
3. Evaluate the Su-Chesnavich rate \(k_{SC}\), a fit to classical trajectories.
4. Decide which of the three are bounds on the classical thermal capture rate, and under what conditions.

Hartree atomic units are used, with main results also in cm³/s. The model ion stands for no particular species.

**Molecular data.** HCN was computed with frozen-core MP2 in the aug-cc-pVDZ basis, at bond lengths 2.038 bohr (CH) and 2.237 bohr (CN), within about 0.002 bohr of the energy minimum at this level. Energies in small uniform fields give the dipole moment \(d=1.1915\) and the polarizabilities 22.83 along the axis and 13.86 across it. The mean polarizability is

\[
a=\frac{22.83+2\times 13.86}{3}=16.85 .
\]

Higher correlation, the basis-set limit and vibrational averaging are left out. These values are not converged with the basis. At the same geometry aug-cc-pVTZ and aug-cc-pVQZ raise the perpendicular polarizability to about 14.3, the mean polarizability to 17.10 and the dipole moment by up to 0.002. This moves \(k_L\) by about 0.7 % and the 300 K values of \(k_{SC}\) and \(k_{LD}\) by less than 0.3 %. Shorter bonds of 2.014 and 2.179 bohr lower the aug-cc-pVTZ mean polarizability to 16.6. The digits above define the model used below and should not be read as properties of real HCN to that precision. The reduced mass of the pair is \(m=11.494\) u \(=20952\) electron masses.

**Interaction.** Let \(r\) be the ion-molecule distance and \(\theta\) the angle between the dipole, taken from its negative to its positive end, and the direction from ion to molecule. The ion's field at the molecule has strength \(1/r^2\) and points away from the ion. The permanent dipole contributes \(-d\cos\theta/r^2\), and the induced dipole contributes \(-\tfrac12 a(1/r^2)^2\):

\[
V(r,\theta)=-\frac{d\cos\theta}{r^2}-\frac{a}{2r^4}.
\]

The most attractive orientation is \(\theta=0\), with the positive end away from the ion. The molecule is treated as a rigid point dipole with isotropic polarizability.

## Hints

**Hint 1.** Hold \(\theta\) fixed. The dipole term then has the same \(1/r^2\) form as the centrifugal energy, so one barrier calculation serves for parts 1 and 2.

**Hint 2.** Average \(v\sigma(v)\), not \(\sigma\), over the Maxwell distribution. One term does not depend on \(v\); the other needs \(\langle 1/v\rangle\).

**Hint 3.** The dimensionless variable \(x=d/\sqrt{2akT}\) carries the whole temperature dependence of the three rates relative to \(k_L\).

**Hint 4.** A rotating dipole can give rotational energy to the relative motion. The inequality \(V(r,\theta)\ge V(r,0)\) therefore does not by itself bound the rate. Count instead how often pairs in thermal equilibrium cross a sphere around the molecule inward.

## Full solution

### The barrier at fixed orientation

Write \(D=d\cos\theta\) and hold \(\theta\) fixed, so that the potential is central. Let \(E=\tfrac12mv^2\) be the initial translational energy and \(b\) the impact parameter. The orbital angular momentum is \(L=mvb\), and the centrifugal energy is

\[
\frac{L^2}{2mr^2}=\frac{m^2v^2b^2}{2mr^2}=\frac{Eb^2}{r^2}.
\]

With \(\Lambda=Eb^2\) and \(A=\Lambda-D\), the effective radial potential is

\[
V_{\rm eff}(r)=\frac{A}{r^2}-\frac{a}{2r^4}.
\]

If \(A\le 0\) it is attractive everywhere and the pair is captured. If \(A>0\), it has a maximum where

\[
-\frac{2A}{r^3}+\frac{2a}{r^5}=0
\quad\Rightarrow\quad r^2=\frac aA ,
\]

and its height there is

\[
\frac{A^2}{a}-\frac{a}{2}\,\frac{A^2}{a^2}=\frac{A^2}{2a}.
\]

The pair passes the barrier if \(A^2/(2a)\le E\), that is, if \(\Lambda-D\le\sqrt{2aE}\). Dividing by \(E\) gives the largest capturing impact parameter,

\[
b_{\max}^2=\max\!\left[0,\ \sqrt{\frac{2a}{E}}+\frac{D}{E}\right].
\]

The zero applies to repulsive orientations whose barrier exceeds \(E\) even in a head-on approach.

At the limiting \(b\), \(A=\sqrt{2aE}\), so the barrier lies at \(r=(a/2E)^{1/4}\). For \(E=kT\) at 300 K, where \(kT=9.500\times10^{-4}\), this is 9.7 bohr. It moves inward as \(E\) rises. The model potential is truncated: it omits the molecule's quadrupole term, of size \(\Theta/r^3\), which decays more slowly than the induction term. At 9.7 bohr the induction term equals \(kT\), and a quadrupole moment of only \(kT\,r^3=0.87\) would contribute as much. The Hartree-Fock quadrupole moment of HCN about its centre of mass is about 2.3, so at this distance the omitted term exceeds the induction term. Farther out it fades: on the spheres of 20 to 26 bohr that set the flux bound of part 4 at 500 and 300 K it is 0.14 to 0.18 \(kT\), and together with the anisotropy of the polarizability it lowers that bound by 2 to 3 %. Once the electron clouds overlap, any point-multipole form fails.

### Part 1: Langevin

Set \(D=0\). The rate at speed \(v\) is

\[
v\pi b_{\max}^2=\pi v\sqrt{\frac{2a}{mv^2/2}}=2\pi\sqrt{\frac am}.
\]

The speed has cancelled, so the thermal average changes nothing:

\[
k_L=2\pi\sqrt{\frac am}=2\pi\sqrt{\frac{16.852}{20952}}=0.1782 .
\]

One atomic unit of rate is \(6.126\times10^{-9}\) cm³/s, so \(k_L=1.09\times10^{-9}\) cm³/s at every temperature.

### Part 2: locked dipole

Set \(D=d\). The additional term is

\[
v\pi\frac dE=\frac{\pi v d}{mv^2/2}=\frac{2\pi d}{mv}.
\]

Its average needs

\[
\left\langle\frac1v\right\rangle
=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\frac{kT}{m}
=\sqrt{\frac{2m}{\pi kT}} .
\]

Hence

\[
k_{LD}=2\pi\sqrt{\frac am}+\frac{2\pi d}{m}\sqrt{\frac{2m}{\pi kT}} .
\]

Dividing the second term by \(k_L\) gives

\[
d\sqrt{\frac{2}{\pi akT}}=\frac{2}{\sqrt\pi}\,\frac{d}{\sqrt{2akT}}=\frac{2x}{\sqrt\pi},
\qquad\text{so}\qquad
\frac{k_{LD}}{k_L}=1+\frac{2x}{\sqrt\pi}.
\]

At 300 K,

\[
x=\frac{1.1915}{\sqrt{2\times16.852\times9.500\times10^{-4}}}=6.66,
\qquad
\frac{k_{LD}}{k_L}=1+1.128\times6.66=8.51 ,
\]

and \(k_{LD}=9.29\times10^{-9}\) cm³/s. This uses the mean polarizability. A molecule locked along the line of centres is polarized along its axis; with 22.83 in place of 16.85 the first term grows by the factor \(\sqrt{22.83/16.85}=1.164\), which adds \(0.18\times10^{-9}\) cm³/s, about 2 %. For \(d\to0\) the Langevin rate returns. For \(x\gg1\) the rate grows as \(T^{-1/2}\), because slow pairs are captured from far away.

### Part 3: Su-Chesnavich

A thermal dipole rotates, and the ion's field aligns it only in part. The Su-Chesnavich formula represents classical trajectories of this motion by

\[
\frac{k_{SC}}{k_L}=
\begin{cases}
0.4767\,x+0.6200, & x\ge 2,\\[2pt]
\dfrac{(x+0.5090)^2}{10.526}+0.9754, & x\le 2 .
\end{cases}
\]

Its coefficients are fitted, not derived. For this HCN model \(x=2\) is reached at 3326 K, so the linear branch applies throughout the range asked for. At 300 K,

\[
\frac{k_{SC}}{k_L}=0.4767\times6.66+0.620=3.79,
\qquad k_{SC}=4.14\times10^{-9}\ \text{cm}^3/\text{s}.
\]

Since \(x\propto T^{-1/2}\), the other temperatures follow at once. Rates are in \(10^{-9}\) cm³/s, and \(k_L=1.09\) in every row. The column "flux" is an upper bound derived in part 4.

| T (K) | x | SC | flux | LD |
|---|---|---|---|---|
| 10 | 36.5 | 19.7 | 40.7 | 46.0 |
| 30 | 21.1 | 11.6 | 23.5 | 27.0 |
| 100 | 11.5 | 6.68 | 12.9 | 15.3 |
| 300 | 6.66 | 4.14 | 7.58 | 9.29 |
| 500 | 5.16 | 3.36 | 5.95 | 7.45 |

The ratio \(k_{LD}/k_{SC}\) rises from 2.22 at 500 K to 2.34 at 10 K. Its limit for large \(x\) is \((2/\sqrt\pi)/0.4767=2.37\), which is a property of the two formulas.

**How good is the fit here?** Classical trajectories of a point ion and a linear rotor were run in the same potential, 5000 at each temperature. They start on a distant sphere with the equilibrium distribution of inward crossings. The starting sphere has \(d/(R^2kT)=0.1\), and a pair counts as captured when \(r\) falls below \(\tfrac12\,[a/(20kT)]^{1/4}\), which is 6.4 bohr at 10 K and 2.4 bohr at 500 K. These radii are numerical cutoffs of the point model, not physical reaction distances; the second is shorter than the HCN molecule itself (4.3 bohr). The rate is the inward flux times the fraction captured before leaving the sphere again. The results, with one standard error, are:

- 10 K: \(k/k_L=20.4\pm0.4\), against 18.0 from the fit.
- 500 K: \(k/k_L=3.27\pm0.07\), against 3.08 from the fit.

The fit lies below the trajectory values by 12 % and 6 % respectively. The first difference is about six standard errors. The second is below three, so the size of the deviation at 500 K is not firmly established; the adiabatic model of Variation 2, whose assumption is weaker at this temperature, gives 3.13, only about 2 % above the fit. The Su-Chesnavich rate is therefore a useful estimate for this system, but its error at 10 K exceeds the statistical error of the trajectories.

### Part 4: which rates are bounds?

**An upper bound from the flux.** Choose a sphere \(r=R\) outside the region where a pair counts as captured. Every pair that comes from far away and is captured crosses this sphere inward at least once. In thermal equilibrium the total inward flux contains all these crossings, together with those of pairs that later escape. The flux per unit densities of the reactants therefore cannot be smaller than \(k\).

This flux has three factors. The area is \(4\pi R^2\). The inward radial velocity \(u\) contributes

\[
\int_0^\infty u\sqrt{\frac{m}{2\pi kT}}\;e^{-mu^2/2kT}\,du=\sqrt{\frac{kT}{2\pi m}} .
\]

The density on the sphere, relative to that far away, is the orientation average of \(e^{-V/kT}\). Integrating over the rotor's momenta leaves a uniform weight in \(\cos\theta\). With \(y=d/(R^2kT)\),

\[
\frac12\int_{-1}^{1}e^{y\cos\theta}\,d(\cos\theta)\;e^{a/(2R^4kT)}
=\frac{\sinh y}{y}\,e^{a/(2R^4kT)} .
\]

Together these give

\[
k\le 4\pi R^2\sqrt{\frac{kT}{2\pi m}}\;\frac{\sinh y}{y}\;e^{a/(2R^4kT)} .
\]

Now divide by \(k_L=2\pi\sqrt{a/m}\) and insert \(R^2=d/(ykT)\). The factors before \(\sinh y/y\) become

\[
\frac{4\pi}{2\pi\sqrt{2\pi}}\,\frac{d}{ykT}\sqrt{\frac{kT}{a}}
=\sqrt{\frac2\pi}\,\frac{d}{y\sqrt{akT}}
=\frac{2x}{\sqrt\pi\,y},
\]

where the last step uses \(d/\sqrt{akT}=\sqrt2\,x\). The exponent is

\[
\frac{a}{2kT}\,\frac{y^2(kT)^2}{d^2}=\frac{akT}{2d^2}\,y^2=\frac{y^2}{4x^2}.
\]

Therefore

\[
\frac{k}{k_L}\le\frac{2x}{\sqrt\pi}\,\frac{\sinh y}{y^2}\,e^{y^2/(4x^2)} .
\]

Each allowed radius, and so each corresponding \(y\), gives a valid bound. Minimizing over \(y\) gives the flux column of the table.

**The locked-dipole rate is an upper bound here.** Take \(y=2\), for which \(\sinh 2/4=0.9067\):

\[
\frac{k}{k_L}\le\frac{2x}{\sqrt\pi}\times0.9067\,e^{1/x^2}.
\]

The product \(0.9067\,e^{1/x^2}\) is below 1 when \(x>1/\sqrt{\ln(1/0.9067)}=3.20\). The smallest \(x\) in the range is 5.16, at 500 K. Hence, for all temperatures from 10 to 500 K,

\[
\frac{k}{k_L}<\frac{2x}{\sqrt\pi}<1+\frac{2x}{\sqrt\pi}=\frac{k_{LD}}{k_L}.
\]

The sphere used has \(R=\sqrt{d/(2kT)}\), which is 25 bohr at 300 K and 19 bohr at 500 K, well outside the short-range region. The proof allows any exchange of energy between rotation and translation. It concerns the thermal rate: it does not say that each single trajectory obeys the locked-dipole limit on \(b\). For \(x<3.20\) the \(y=2\) bound exceeds \(2x/\sqrt\pi\) and must be compared with \(1+2x/\sqrt\pi\) directly. At \(x=2\) it is \(2.257\times0.9067\,e^{1/4}=2.63\), still below \(k_{LD}/k_L=3.26\). At \(x=1\) it is \(1.128\times0.9067\,e=2.78\), above \(k_{LD}/k_L=2.13\), and this choice of \(y\) no longer proves the bound; it fails below \(x\approx1.26\). Minimizing over \(y\) gives 1.69 at \(x=1\) and keeps the flux below \(k_{LD}/k_L\) down to \(x\approx0.32\).

**The Langevin rate is a lower reference.** If \(\theta\) is held fixed in each collision and distributed at random, the average cross section is at least the Langevin one; Variation 1 proves this. For rotating dipoles no such proof is given here. The trajectories at 10 and 500 K lie far above \(k/k_L=1\), which supports the ordering for thermal HCN at these temperatures. It does not establish the ordering for each individual rotational state.

**The Su-Chesnavich rate is not a bound.** It is a fitted estimate that lies between \(k_L\) and the flux bound over the whole range. That it falls below the trajectories at 10 and 500 K does not turn it into a proven lower bound.

**Where the classical treatment weakens.** The moment of inertia of HCN is \(I=77572\) in atomic units, so its rotational constant is \(1/(2I)=6.4\times10^{-6}\) hartree. At 10 K, \(kT=3.17\times10^{-5}\) hartree, about five times as large. Only a few rotational levels are then well populated. Within the adiabatic model of Variation 2 this changes little: a thermal sum over the quantized levels gives \(k/k_L=20.1\) at 10 K, against 20.2 for classical rotation. That comparison covers only the quantization of the rotor, with the relative motion still classical. The bound proved above is a bound on the classical rate in the model potential of a point dipole with isotropic polarizability; higher multipoles and the anisotropy of the polarizability are not included in it.

## Variation 1: dipoles at random fixed angles

**Question.** Let \(\theta\) keep its initial random value relative to the line of centres. How does the mean capture cross section at energy \(E\) compare with Langevin's?

**Solution.** Put \(c=\cos\theta\) and \(s=\sqrt{2aE}/d\). Since \(\sqrt{2a/E}=ds/E\), the barrier result reads

\[
b_{\max}^2=\frac dE\max(0,\,s+c).
\]

For \(s<1\), only \(c>-s\) contributes:

\[
\langle b_{\max}^2\rangle=\frac{d}{2E}\int_{-s}^{1}(s+c)\,dc
=\frac{d}{2E}\left[\frac{(s+c)^2}{2}\right]_{-s}^{1}
=\frac{d(1+s)^2}{4E}.
\]

Dividing by the Langevin value \(ds/E\) gives

\[
\frac{\langle b_{\max}^2\rangle}{b_L^2}=\frac{(1+s)^2}{4s}\ge1,
\]

because \((1+s)^2-4s=(1-s)^2\ge0\). For \(s\ge1\) all orientations contribute, the term in \(c\) averages to zero, and the two cross sections are equal. The inequality holds at each energy, so it survives thermal averaging.

At \(E=kT\) and 300 K, \(s=0.150\) and the ratio is \(1.150^2/(4\times0.150)=2.2\). The dipole raises the mean cross section even without any alignment, because a repulsive orientation can reduce its own cross section no further than to zero.

## Variation 2: a fast rotor at 10 K

**Question.** The trajectories at 10 K exceed the Su-Chesnavich fit. Can their rate be checked without integrating trajectories?

**Solution.** Compare the rotation time, of order \(\sqrt{I/kT}\), with the approach time, of order \(R\sqrt{m/kT}\). Their ratio is \(\sqrt{I/m}/R\), with \(\sqrt{I/m}=1.9\) bohr. At 10 K the sphere with \(y=2\) has \(R=137\) bohr, so the ratio is about 0.014. This ratio refers to one radian of rotation. In one full turn the pair approaches by \(2\pi\times1.9=12\) bohr, and the field, which goes as \(1/r^2\), grows by \((137/125)^2-1\), about 20 %. The rotation is faster than the change of the field, but not by a wide margin, so the assumption below has to be judged by its result.

Assume then that its energy follows a level \(\varepsilon(F)\) in the slowly growing field energy \(F=d/r^2\). Assume also that \(L\) and the rotor's angular momentum component along the line of centres are conserved. If \(e\) is the rotor energy far away, the radial kinetic energy must stay non-negative at every \(r\):

\[
E+e-\frac{\Lambda}{r^2}-\varepsilon(F)+\frac{a}{2r^4}\ge0 .
\]

Insert \(1/r^2=F/d\) and solve for \(\Lambda\). Capture requires \(\Lambda\le\Lambda_c\), with

\[
\frac{\Lambda_c}{d}=\min_F\frac{E+e-\varepsilon(F)+aF^2/(2d^2)}{F},
\]

or \(\Lambda_c=0\) if this minimum is negative. As a check, a locked dipole has \(\varepsilon=e-F\). The quotient is then \(1+E/F+aF/(2d^2)\), whose minimum \(1+\sqrt{2aE}/d\) reproduces the result of part 2.

For the thermal rate, use \(\sigma=\pi\Lambda_c/E\) in the Maxwell average written as an energy integral:

\[
k=\sqrt{\frac{8kT}{\pi m}}\int_0^\infty\frac{E}{kT}\,e^{-E/kT}\,\frac{\pi\Lambda_c}{E}\,\frac{dE}{kT}
=\sqrt{\frac{8\pi}{mkT}}\;\langle\Lambda_c\rangle .
\]

The brackets denote an average over \(E\) with weight \(e^{-E/kT}/kT\), and also over the initial rotor states. Division by \(k_L\) gives

\[
\frac{k}{k_L}=\sqrt{\frac{2}{\pi akT}}\,\langle\Lambda_c\rangle
=\frac{2x}{\sqrt\pi}\left\langle\frac{\Lambda_c}{d}\right\rangle .
\]

With numerically computed rotor levels, scaled from one large rotational quantum number to represent classical rotation, this gives \(k/k_L=20.2\) at 10 K. The trajectories gave \(20.4\pm0.4\). The two calculations agree, and both lie above the fitted value of 18.0. They support the higher classical rate; they do not show why the fit is low. The numerical check tests this agreement, as well as the barrier formula, the thermal averages and the ordering of the bounds.

## Computed values

```
Trajectories T=10 K: x=36.47, k/k_L=20.403 +- 0.404, fit 18.006
  fit minus trajectories: -11.7 %, unfinished 0.00 %
  energy error: median 0.00065 kT, mean 0.0013 kT, above 0.1 kT 0.00 %
Trajectories T=500 K: x=5.16, k/k_L=3.272 +- 0.071, fit 3.079
  fit minus trajectories: -5.9 %, unfinished 0.00 %
  energy error: median 0.00067 kT, mean 0.0013 kT, above 0.1 kT 0.00 %
Trajectories T=13302 K: x=1.00, k/k_L=1.195 +- 0.026, fit 1.192
  fit minus trajectories: -0.3 %, unfinished 0.00 %
  energy error: median 0.00040 kT, mean 0.0007 kT, above 0.1 kT 0.00 %
Adiabatic-channel k/k_L at 10 K: 20.222
HCN bond lengths: CH 2.038 bohr, CN 2.237 bohr
Dipole moment d: 1.1915 a.u.
Polarizability parallel: 22.83 a.u.
Polarizability perpendicular: 13.86 a.u.
Mean polarizability a: 16.852 a.u.
Ion mass 20.0 u, HCN mass 27.026 u
Reduced mass: 11.4941 u = 20952.4 electron masses
HCN moment of inertia: 77572 a.u.
kT at 300 K: 9.5004e-04 hartree
Rate conversion: 1 a.u. = 6.1262e-09 cm^3/s
Langevin rate: 0.17819 a.u. = 1.092e-9 cm^3/s
Rates in 1e-9 cm^3/s:
  T/K     x      Langevin  Su-Ches.  flux bound  locked
    10   36.472     1.092    19.656     40.697    46.017
    30   21.057     1.092    11.634     23.529    27.029
   100   11.534     1.092     6.679     12.949    15.298
   300    6.659     1.092     4.142      7.576     9.294
   500    5.158     1.092     3.361      5.945     7.445
Dimensionless ratios:
  T/K   SC/L     bound/L  LD/L     LD/SC
    10   18.006   37.281   42.154   2.341
    30   10.658   21.554   24.761   2.323
   100    6.118   11.862   14.014   2.291
   300    3.794    6.941    8.514   2.244
   500    3.079    5.446    6.820   2.215
Low-temperature limit of LD/SC: 2.367
sinh(2)/4: 0.9067
x above which the y=2 bound is below 2x/sqrt(pi): 3.196
Temperature where x=2: 3326 K
s at E=kT, 300 K: 0.1502
Frozen/Langevin cross section, E=kT, 300 K: 2.202
```
